# Why Positive Binding Energy Does Not Make Defect Complexes Dominate: a program that tests the result

```python
"""Result under test: a defect complex AB outnumbers both free constituents iff
   E_b + kT ln z > kT ln(N/c_min),
which in full equilibrium reads E_b + kT ln z > max(E_A, E_B).
E_A, E_B, E_AB: formation energies; E_b = E_A + E_B - E_AB: binding energy;
N: sites per volume for each constituent; z: orientations of the pair;
c_min: smaller free constituent concentration; K = (z/N) exp(E_b/kT).
Model charges: A is +1, B is -1, AB is neutral. Energies in eV, densities in m^-3.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import gammaln

kB = const.k / const.e  # eV/K

# Count the nearest B sites of every A site on a periodic zincblende lattice.
# Coordinates are in quarters of the cubic cell edge; the box has 3 cells per edge.
basis = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
cells = 4 * np.array(list(itertools.product(range(3), repeat=3)))
a_sites = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
b_sites = a_sites + 1
diff = (b_sites[None, :, :] - a_sites[:, None, :] + 6) % 12 - 6
dist2 = np.sum(diff**2, axis=2)
neighbours = np.sum(dist2 == dist2.min(), axis=1)
assert np.all(neighbours == neighbours[0])
z = int(neighbours[0])
assert z == 4


def paired_density(total_a, total_b, K):
    """Mass-action solution for frozen totals, in a form free of cancellation."""
    s = total_a + total_b + 1 / K
    root = np.sqrt((total_a - total_b)**2 + 2 * (total_a + total_b) / K + 1 / K**2)
    return 2 * total_a * total_b / (s + root)


# Exact canonical average over the number of pairs, with finite particle numbers.
n_cells, n_a, n_b = 10**7, 2000, 3000
pairs = np.arange(n_a + 1)
log_count = -(gammaln(pairs + 1) + gammaln(n_a - pairs + 1)
              + gammaln(n_b - pairs + 1)
              + gammaln(n_cells - n_a - n_b + pairs + 1)) + pairs * np.log(z)


def canonical_pairs(binding_over_kT):
    log_weight = log_count + pairs * binding_over_kT
    weight = np.exp(log_weight - log_weight.max())
    return np.sum(pairs * weight) / np.sum(weight)


# Tolerances cover finite-number fluctuations and site exclusion (both below 0.1 %).
for u in (4.0, 7.0, 9.0, 12.0):
    predicted = paired_density(n_a, n_b, z / n_cells * np.exp(u))
    assert abs(canonical_pairs(u) / predicted - 1) < 2e-3
u_half = brentq(lambda u: canonical_pairs(u) - n_a / 2, 0, 20)
u_both = brentq(lambda u: canonical_pairs(u) - n_b / 2, 0, 20)
u_half_formula = np.log(n_cells / (z * (n_b - n_a / 2)))
u_both_formula = np.log(n_cells / (z * (n_a - n_b / 2)))
assert abs(u_half - u_half_formula) < 2e-3
assert abs(u_both - u_both_formula) < 2e-3


# Direct minimization of the free energy per cell, in units of kT.
def free_energy(x, energies):
    x = np.asarray(x)
    empty = 1 - x.sum()
    if empty <= 0:
        return 1e3
    orientations = np.array([1, 1, z])
    return np.sum(x * energies + x * np.log(x / orientations)) + empty * np.log(empty)


options = dict(xatol=1e-8, fatol=1e-15, maxiter=4000, maxfev=4000)


def minimized_fractions(e_a, e_b, binding):
    energies = np.array([e_a, e_b, e_a + e_b - binding])
    found = minimize(lambda y: free_energy(np.exp(y), energies), [-3.0, -3.0, -3.0],
                     method="Nelder-Mead", options=options)
    return np.exp(found.x)


def dominance(binding, e_a, e_b):
    x_a, x_b, x_ab = minimized_fractions(e_a, e_b, binding)
    return np.log(x_ab / max(x_a, x_b))


for e_a, e_b in ((2.5, 4.0), (4.5, 3.0)):
    threshold = brentq(dominance, 1.0, 4.0, args=(e_a, e_b), xtol=1e-6)
    assert abs(threshold - (max(e_a, e_b) - np.log(z))) < 1e-3


# Charge-constrained minimization: fixed dopants force x_B = x_A + dopant fraction.
def charged_fractions(dopant):
    energies = np.array([2.0, 4.0, 4.5])

    def objective(y):
        x_a, x_ab = np.exp(y)
        return free_energy([x_a, x_a + dopant, x_ab], energies)
    found = minimize(objective, [-3.0, -3.0], method="Nelder-Mead", options=options)
    x_a, x_ab = np.exp(found.x)
    x_b = x_a + dopant
    return x_a, x_b, x_ab, 1 - x_a - x_b - x_ab


undoped_x, doped_x = charged_fractions(0.0), charged_fractions(0.1)
assert abs((undoped_x[2] / undoped_x[3]) / (doped_x[2] / doped_x[3]) - 1) < 1e-4
assert doped_x[1] > 1.5 * undoped_x[1] and doped_x[0] < undoped_x[0]

# Worked model: the Fermi level is measured from the valence-band edge.
N, gap, T_hot, T_cold = 2e28, 2.0, 1000.0, 300.0
E_A_at_vbm, E_B_at_vbm = 0.2, 2.2
weak, strong, donors = 0.6, 1.4, 5e24


def band_density(T):
    return 2 * (2 * np.pi * const.m_e * const.k * T / const.h**2)**1.5


def densities(fermi, T, binding):
    kT = kB * T
    E_A, E_B = E_A_at_vbm + fermi, E_B_at_vbm - fermi
    c_a, c_b = N * np.exp(-E_A / kT), N * np.exp(-E_B / kT)
    c_ab = z * N * np.exp(-(E_A + E_B - binding) / kT)
    n = band_density(T) * np.exp((fermi - gap) / kT)
    p = band_density(T) * np.exp(-fermi / kT)
    return c_a, c_b, c_ab, n, p


def solve_fermi(T, binding, doping):
    def net_charge(fermi):
        c_a, c_b, _, n, p = densities(fermi, T, binding)
        return p - n + c_a - c_b + doping
    return brentq(net_charge, 0.0, gap, xtol=1e-13)


kT = kB * T_hot
print(f"site density N = {N:.2e} m^-3")
print(f"pair orientations z = {z}")
print(f"band gap = {gap:.2f} eV")
print(f"E_A and E_B at valence-band edge = {E_A_at_vbm:.2f}, {E_B_at_vbm:.2f} eV")
print(f"hot temperature = {T_hot:.0f} K")
print(f"kT hot = {kT:.5f} eV")
print(f"kT ln z hot = {kT * np.log(z):.4f} eV")
print(f"band density of states hot = {band_density(T_hot):.3e} m^-3")

cases = (("weak undoped", weak, 0.0), ("strong undoped", strong, 0.0),
         ("strong doped", strong, donors))
verdicts, results = [], {}
for label, binding, doping in cases:
    fermi = solve_fermi(T_hot, binding, doping)
    c_a, c_b, c_ab, n, p = densities(fermi, T_hot, binding)
    E_A, E_B = E_A_at_vbm + fermi, E_B_at_vbm - fermi
    needed = max(E_A, E_B) - kT * np.log(z)
    dominates = c_ab > max(c_a, c_b)
    assert dominates == (binding > needed)
    verdicts.append(dominates)
    results[label] = (c_a, c_b, c_ab, n, fermi)
    print(f"[{label}] E_b = {binding:.2f} eV, donors = {doping:.2e} m^-3")
    print(f"  Fermi level = {fermi:.4f} eV")
    print(f"  E_A, E_B, E_AB = {E_A:.4f}, {E_B:.4f}, {E_A + E_B - binding:.4f} eV")
    print(f"  E_b needed for dominance = {needed:.4f} eV")
    print(f"  c_A, c_B = {c_a:.3e}, {c_b:.3e} m^-3")
    print(f"  c_AB = {c_ab:.3e} m^-3")
    print(f"  electrons, holes = {n:.3e}, {p:.3e} m^-3")
    print(f"  c_AB / larger constituent = {c_ab / max(c_a, c_b):.3e}")
assert verdicts == [False, True, False]

# Check the Boltzmann electron density against Fermi-Dirac statistics.
n_doped, fermi_doped = results["strong doped"][3:]
eta = (fermi_doped - gap) / kT
integral = quad(lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta)), 0, 12)[0]
n_fermi_dirac = band_density(T_hot) * 2 / np.sqrt(np.pi) * integral
assert abs(n_doped / n_fermi_dirac - 1) < 0.01


# Donor density at which the strongly bound complex loses its dominance.
def log_b_over_complex(doping):
    fermi = solve_fermi(T_hot, strong, doping)
    _, c_b, c_ab, _, _ = densities(fermi, T_hot, strong)
    return np.log(c_b / c_ab)


crossing = brentq(log_b_over_complex, 0.0, 1e26, rtol=1e-11)
c_ab_strong = results["strong undoped"][2]
fermi_cross = E_B_at_vbm - kT * np.log(N / c_ab_strong)
n_intrinsic = band_density(T_hot) * np.exp(-gap / (2 * kT))
crossing_formula = (c_ab_strong - N / z * np.exp(-strong / kT)
                    + 2 * n_intrinsic * np.sinh((fermi_cross - gap / 2) / kT))
assert abs(crossing / crossing_formula - 1) < 1e-6
print(f"donor density at crossing (strong) = {crossing:.3e} m^-3")

# Freeze the totals of the weakly bound case and cool; pairing stays mobile.
c_a, _, c_ab, _, _ = results["weak undoped"]
total = c_a + c_ab


def frozen_fraction(T):
    return paired_density(total, total, z / N * np.exp(weak / (kB * T))) / total


assert abs(frozen_fraction(T_hot) / (c_ab / total) - 1) < 1e-6
T_half = brentq(lambda T: frozen_fraction(T) - 0.5, 200.0, 1000.0)
assert abs(T_half - weak / (kB * np.log(2 * N / (z * total)))) < 1e-6
needed_cold = kB * T_cold * np.log(2 * N / (z * total))
fermi_cold = solve_fermi(T_cold, weak, 0.0)
cold_a, _, cold_ab, _, _ = densities(fermi_cold, T_cold, weak)
assert frozen_fraction(T_cold) > 0.5 > frozen_fraction(T_hot)
assert cold_ab / cold_a < c_ab / c_a
print(f"frozen total of A (equal to B) = {total:.4e} m^-3")
print(f"paired fraction at {T_hot:.0f} K = {frozen_fraction(T_hot):.3e}")
print(f"half-pairing temperature, frozen totals = {T_half:.1f} K")
print(f"cold temperature = {T_cold:.0f} K, kT = {kB * T_cold:.5f} eV")
print(f"E_b needed cold, frozen totals = {needed_cold:.4f} eV")
print(f"paired fraction cold, frozen totals = {frozen_fraction(T_cold):.5f}")
print(f"c_AB / c_A cold, full equilibrium = {cold_ab / cold_a:.3e}")
print(f"c_A cold, full equilibrium = {cold_a:.3e} m^-3")
print(f"canonical test, half of A bound: E_b/kT = {u_half:.4f}")
print(f"  formula = {u_half_formula:.4f}")
print(f"canonical test, AB exceeds both: E_b/kT = {u_both:.4f}")
print(f"  formula = {u_both_formula:.4f}")
print("tests ok")
```

Running it gives:

```
site density N = 2.00e+28 m^-3
pair orientations z = 4
band gap = 2.00 eV
E_A and E_B at valence-band edge = 0.20, 2.20 eV
hot temperature = 1000 K
kT hot = 0.08617 eV
kT ln z hot = 0.1195 eV
band density of states hot = 1.527e+26 m^-3
[weak undoped] E_b = 0.60 eV, donors = 0.00e+00 m^-3
  Fermi level = 1.0000 eV
  E_A, E_B, E_AB = 1.2000, 1.2000, 1.8000 eV
  E_b needed for dominance = 1.0805 eV
  c_A, c_B = 1.792e+22, 1.792e+22 m^-3
  c_AB = 6.784e+19 m^-3
  electrons, holes = 1.394e+21, 1.394e+21 m^-3
  c_AB / larger constituent = 3.786e-03
[strong undoped] E_b = 1.40 eV, donors = 0.00e+00 m^-3
  Fermi level = 1.0000 eV
  E_A, E_B, E_AB = 1.2000, 1.2000, 1.0000 eV
  E_b needed for dominance = 1.0805 eV
  c_A, c_B = 1.792e+22, 1.792e+22 m^-3
  c_AB = 7.300e+23 m^-3
  electrons, holes = 1.394e+21, 1.394e+21 m^-3
  c_AB / larger constituent = 4.074e+01
[strong doped] E_b = 1.40 eV, donors = 5.00e+24 m^-3
  Fermi level = 1.4788 eV
  E_A, E_B, E_AB = 1.6788, 0.7212, 1.0000 eV
  E_b needed for dominance = 1.5594 eV
  c_A, c_B = 6.921e+19, 4.639e+24 m^-3
  c_AB = 7.300e+23 m^-3
  electrons, holes = 3.608e+23, 5.382e+18 m^-3
  c_AB / larger constituent = 1.573e-01
donor density at crossing (strong) = 7.863e+23 m^-3
frozen total of A (equal to B) = 1.7986e+22 m^-3
paired fraction at 1000 K = 3.772e-03
half-pairing temperature, frozen totals = 526.3 K
cold temperature = 300 K, kT = 0.02585 eV
E_b needed cold, frozen totals = 0.3420 eV
paired fraction cold, frozen totals = 0.99520
c_AB / c_A cold, full equilibrium = 3.330e-10
c_A cold, full equilibrium = 1.386e+08 m^-3
canonical test, half of A bound: E_b/kT = 7.1303
  formula = 7.1309
canonical test, AB exceeds both: E_b/kT = 8.5164
  formula = 8.5172
tests ok
```
